# Why the 4s Pair Makes the Hyperfine Coupling of Neutral Manganese Small

**Two electrons that change the coupling sixfold**

In unrestricted Hartree-Fock (UHF), the free ion Mn²⁺ has a hyperfine coupling $A=-336.0$ MHz. Neutral manganese has $A=-53.1$ MHz. The two differ by a closed 4s pair, which carries no net spin, and both have a half-filled 3d shell. The measured value for the neutral atom is roughly $-72$ MHz, so the calculation gives the right sign and order of magnitude. What has to be explained is how a spinless pair removes more than 80% of the coupling.

**What is being summed**

Both species, $3d^5$ and $3d^54s^2$, are $^6S$ states with $S=5/2$. Without relativity, $L=0$ removes the orbital term and the spherical spin density removes the dipolar term. The contact term remains:

$$H_c=\tfrac23\mu_0 g_e\mu_B g_I\mu_N\sum_i\delta^3(\mathbf r_i)\,\mathbf s_i\cdot\mathbf I .$$

The sign is positive because the electron moment is opposite to its spin, with $g_e>0$ here. Within one $S$ multiplet, $\sum_i\delta^3(\mathbf r_i)\mathbf s_i$ is proportional to $\mathbf S$. In the state $M_S=S$ its $z$ component has expectation value $\rho_s/2$, where $\rho_s$ is the spin-up minus spin-down density at the nucleus. The proportionality factor is therefore $\rho_s/(2S)$. Writing the coupling as $hA\,\mathbf I\cdot\mathbf S$,

$$A=\frac{2\mu_0g_e\mu_Bg_I\mu_N}{3h}\,\frac{\rho_s}{2S},\qquad
\rho_s=\sum_n\left[|\psi_{n\uparrow}(0)|^2-|\psi_{n\downarrow}(0)|^2\right].$$

With a rounded $g_I=1.38$ this is $220.87$ MHz per $a_0^{-3}$ of spin density. A UHF determinant is not strictly a spin eigenstate, so using this projection with its density is an approximation.

The p and d orbitals vanish at the nucleus, so the sum runs over s shells. If both members of each s pair shared one spatial orbital, $\rho_s$ would be zero. At this level the coupling is entirely spin polarization of closed s shells. By canonical UHF orbital, in MHz:

| Shell | Mn²⁺ | Mn |
|---|---:|---:|
| 1s | −15.5 | −7.0 |
| 2s | −615.4 | −589.8 |
| 3s | +294.9 | +290.7 |
| 4s | – | +253.0 |
| Sum | −336.0 | −53.1 |

The decimals are kept so that the sums can be followed; they are finer than the accuracy of the basis. At the basis-set limit the 2s and 3s terms move by up to $1.5$ MHz and the 4s term by $0.7$ MHz, and the totals become $-336.2$ and $-52.6$ MHz; the percentages below are unchanged. The inner shells of the neutral atom sum to $-306.1$ MHz, close to the ion's total. The 4s term cancels $253.0/306.1=83\%$ of that. The difference between atom and ion is

$$-53.1-(-336.0)=282.9=253.0+29.9\ \text{MHz},$$

where $29.9$ MHz is the change of the inner sum. The 4s pair's own term thus accounts for 89% of the difference.

**The force that separates the spins**

All five 3d electrons have spin up, so they exchange with spin-up s electrons and not with spin-down ones. In atomic units, take $\psi_{ns}=R_{ns}/\sqrt{4\pi}$ and $\psi_{3dm}=R_{3d}Y_{2m}$, and expand

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_{kq}\frac{4\pi}{2k+1}\frac{r_<^k}{r_>^{k+1}}Y_{kq}^*(\hat r)Y_{kq}(\hat r').$$

In the exchange integral over $\hat r'$ the s orbital is constant, so the factor $Y_{2m}^*(\hat r')$ selects $k=2$, $q=m$. Summing over the filled spin-up shell leaves

$$\frac{4\pi}{5}\sum_m|Y_{2m}(\hat r)|^2=\frac{4\pi}{5}\,\frac{5}{4\pi}=1 .$$

With $P=rR$, the exchange operator acts on the radial function as

$$(KP_{ns})(r)=P_{3d}(r)\,y_n(r),\qquad
y_n(r)=\int_0^\infty\frac{r_<^2}{r_>^3}P_{3d}(r')P_{ns}(r')\,dr'.$$

It enters the spin-up Fock operator as $-K$, which lowers the energy. The prefactor $P_{3d}(r)$ confines its action to the region of the 3d shell.

**From force to density at the nucleus**

Let $\bar F=(F_\uparrow+F_\downarrow)/2$ have real s orbitals $\psi_k$ and energies $\varepsilon_k$, and let $\Delta=(F_\uparrow-F_\downarrow)/2$. Spin up feels $\bar F+\Delta$ and spin down feels $\bar F-\Delta$. To first order the orbitals are $\psi_n\pm\delta\psi_n$, with

$$\delta\psi_n=\sum_{k\ne n}\psi_k\frac{\langle k|\Delta|n\rangle}{\varepsilon_n-\varepsilon_k}.$$

Since $(\psi+\delta\psi)^2-(\psi-\delta\psi)^2=4\psi\,\delta\psi$, shell $n$ contributes

$$d_n=4\sum_{k\ne n}\frac{\psi_n(0)\psi_k(0)\langle k|\Delta|n\rangle}{\varepsilon_n-\varepsilon_k}.$$

The difference between the spins is odd in $\Delta$, so the first neglected correction is of third order. With the converged UHF field, this formula gives a total of $-51.9$ MHz, against $-53.1$ MHz from the full orbitals.

The formula also shows what a shell label means. Exchanging $n$ and $k$ leaves the numerator unchanged and reverses the denominator. Mixing between two doubly occupied shells therefore adds opposite amounts to their two terms and nothing to the total. Keeping only the admixture of empty levels gives $+9.3$, $-291.3$, $-31.0$ and $+261.1$ MHz for 1s to 4s.

The sum is again $-51.9$ MHz, but the 3s term has changed sign. Its large positive canonical value comes from mixing with other occupied shells, and the 2s term loses about half its size when such mixing is left out. The inner sum, now $-313.0$ MHz, and the 4s term change little. The opposition of 4s to the inner core survives both ways of counting; a positive 3s contribution does not.

**Why position decides the sign**

A solvable model shows how an attraction can either raise or lower the density at the nucleus. Take a 1s electron in a unit Coulomb field, $\psi_0=e^{-r}/\sqrt\pi$, and add a weak attractive shell $V=-\lambda\,\delta(r-R)$. To first order,

$$\delta\psi(0)=\langle\chi|V|\psi_0\rangle,\qquad
\chi=\sum_{k\ne0}\frac{\psi_k\psi_k(0)}{E_0-E_k}.$$

Applying $H_0-E_0$ and using completeness,

$$(H_0-E_0)\chi=-\delta^3(\mathbf r)+\psi_0(0)\psi_0 .$$

Write $\chi=\psi_0(0)\,g(r)\,\psi_0$. Away from the origin, $(H_0-E_0)\psi_0=0$ and $\psi_0'=-\psi_0$ leave

$$-\tfrac12\left(g''+\frac2r g'-2g'\right)=1 .$$

Multiplication by $-2r^2e^{-2r}$ turns the left side into a derivative:

$$\left(r^2e^{-2r}g'\right)'=-2r^2e^{-2r}.$$

Integrate from $r$ to infinity. The bracket must vanish there, since otherwise $g$ would grow like $e^{2r}/r^2$ and $\chi$ could not be normalized. Hence

$$r^2e^{-2r}g'=2\int_r^\infty s^2e^{-2s}ds=e^{-2r}\left(r^2+r+\tfrac12\right),$$

$$g'=1+\frac1r+\frac1{2r^2},\qquad g=r+\ln r-\frac1{2r}+C .$$

Near the origin $\chi\to-\psi_0(0)^2/(2r)=-1/(2\pi r)$. Because $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$, the operator $-\frac12\nabla^2$ turns this into $-\delta^3(\mathbf r)$, as required.

The constant follows from $\langle\psi_0|\chi\rangle=0$, which says that $g$ averages to zero over the radial density $4r^2e^{-2r}$. The averages are $\langle r\rangle=\frac32$, $\langle1/r\rangle=1$ and $\langle\ln r\rangle=\frac32-\gamma-\ln2$, with $\gamma$ Euler's constant. Therefore

$$C=-\left(\tfrac32+\tfrac32-\gamma-\ln2-\tfrac12\right)=-\left(\tfrac52-\gamma-\ln2\right).$$

The fractional change of the contact density is twice that of the amplitude:

$$\frac{\delta\rho(0)}{\rho(0)}=\frac{2\,\delta\psi(0)}{\psi_0(0)}
=2\int_0^\infty4r^2e^{-2r}g\,V\,dr=-8\lambda R^2e^{-2R}g(R).$$

Since $g'>0$, $g$ has a single zero, at $R=1.325\,a_0$. An attraction inside this radius raises the contact density; one outside lowers it. A shell well inside draws the electron inward, and one well outside draws it outward. For $\lambda=0.01$ hartree·$a_0$,

$$R=0.5\,a_0:\quad -8(0.01)(0.25)e^{-1}(-2.4228)=+1.78\%,$$
$$R=3\,a_0:\quad -8(0.01)(9)e^{-6}(2.7023)=-0.48\%.$$

As a check, the Hamiltonian is diagonalized with the shell attractive and again with it repulsive. Half the difference of the two densities, which is free of second-order terms, gives $+1.79\%$ and $-0.48\%$. The effect vanishes in both limits, with leading forms that are approached slowly (logarithmic corrections are still about 10% at $R=0.01\,a_0$ and at $R=8\,a_0$): as $4\lambda R$ for a small shell, which holds little of the electron's density, and as $-8\lambda R^3e^{-2R}$ for a distant one.

**Where the terms arise in manganese**

The 3d shell has a mean radius of $1.13\,a_0$. The 2s pair lies inside it, at $0.28\,a_0$, and the spin-up member has the larger mean radius, by about $0.001\,a_0$. This tiny shift matters because the 2s density at the nucleus is large. For scale, an unscreened 2s orbital at $Z=25$ has $Z^3/8\pi\approx620\,a_0^{-3}$ there, equivalent to about $1.4\times10^5$ MHz, and the 2s term is only about 0.4% of that. The 4s pair lies mostly outside. Its spin-up member has a mean radius of $3.20\,a_0$ and its spin-down member $3.59\,a_0$. For these two shells the signs follow the model: 2s is drawn outward and 4s inward. About two thirds of the 2s shift comes from mixing with other occupied shells; empty levels alone give $0.0003\,a_0$, with the same sign. The rule is not general: 1s lies deepest inside 3d, yet its small term is positive when only empty levels are counted.

The model cannot supply the radii at which the sign changes in manganese, because the real orbitals have nodes and exchange is nonlocal. For that, define the response function

$$\eta_n(r)=\sum_{k\ne n}\frac{\psi_k(0)P_k(r)}{\varepsilon_n-\varepsilon_k}.$$

The direct 3d part of $\Delta$ is $-K/2$. Inserting it in $d_n$ gives

$$d_n^{3d}=-2\psi_n(0)\int_0^\infty\eta_n(r)P_{3d}(r)y_n(r)\,dr ,$$

which can be divided by source radius $r$. These are parts of the canonical terms, and the 2s and 3s pieces are good only to about 10 MHz: with a converged basis and an exact split at the stated radii they become $-261$ and $-284$ MHz for 2s, $+786$ and $-545$ MHz for 3s. They include mixing between occupied shells, and the division by radius changes if that mixing is left out:

- **2s:** $-268.0$ MHz comes from $r<0.5\,a_0$ and $-275.7$ MHz from $0.5$ to $1\,a_0$. Little arises farther out.
- **3s:** sources inside $1\,a_0$ give $+793.3$ MHz and those outside give $-553.3$ MHz. This shell overlaps 3d, and "inside" or "outside" does not describe it.
- **4s:** $111.6$ of $143.8$ MHz comes from $1$ to $2\,a_0$, the outer part of the 3d shell but well inside the mean radius of 4s.

Direct 3d exchange does not explain the whole cancellation. It gives $-329.0$ MHz for the inner shells and $+143.8$ MHz for 4s, a cancellation of 44%, and a total of $-185.2$ MHz. The remaining part of $\Delta$ is exchange with the s and p shells that have themselves become polarized. It adds $133.3$ MHz, of which $110.5$ MHz appears in the 4s term. The small result therefore needs the self-consistent response as well as the direct 3d exchange. Most of this response is the polarized 4s pair acting on itself. Divided by source near the basis-set limit, the 4s pair supplies about $+149$ MHz ($+118$ MHz in its own term), the inner s shells $-22$ MHz and the p shells $+7$ MHz; this division is not part of the output below.

**What this means in practice**

The total is a small remainder of large terms. A 10% error in the 4s term is $25$ MHz, about half of the UHF total. The gap of roughly $19$ MHz to the measured value would close if the 4s term were 7 to 8% smaller, but nothing here shows that this is the cause. Electron correlation, relativity and the finite nucleus are all left out, and each may act differently on the inner and outer shells.

Three precautions follow:

1. **Let the inner s shells polarize.** If 1s to 3s are held spin-restricted, their negative term is lost. In the first-order count, with the field kept fixed, the 4s pair alone would give about $+260$ MHz, which has the wrong sign.
2. **Judge a method by its parts as well as its total.** Agreement for the neutral atom can come from compensating errors. The ion, which has no 4s term, tests the inner part separately between methods; measured Mn²⁺ couplings come mostly from crystals and solutions, where covalency reduces them below the free-ion value. Shell terms should be compared in one stated division, since the 3s sign depends on it.
3. **Check the basis near the nucleus.** The s functions used here reproduce the contact density of a bare 1s orbital at $Z=25$ to 0.3%. Three-dimensional Gaussian integrals evaluated with the converged density return the same $-53.1$ MHz. This checks the integrals, not the physics missing from UHF.

The full set of values is in the numerical output below.

## Calculated quantities

```
input nuclear g factor of 55Mn (rounded): 1.38
A per unit spin density, S=5/2: 220.87 MHz a0^3
bare 1s contact density, basis/exact: 0.9973
UHF energy Mn: -1149.8631 hartree; PySCF: -1149.8631 hartree
UHF energy Mn2+: -1149.1039 hartree
Mn2+ 1s term: -15.5 MHz
Mn2+ 2s term: -615.4 MHz
Mn2+ 3s term: 294.9 MHz
Mn2+ total A: -336.0 MHz
Mn 1s term: -7.0 MHz
Mn 2s term: -589.8 MHz
Mn 3s term: 290.7 MHz
Mn 4s term: 253.0 MHz
Mn inner sum 1s+2s+3s: -306.1 MHz
Mn total A: -53.1 MHz
Mn total A from PySCF integrals: -53.1 MHz
4s term / |inner sum|: 0.827
inner change, Mn minus Mn2+: 29.9 MHz
First order in Mn, MHz: all | empty levels only | direct 3d exchange
  1s: -7.0 | 9.3 | -18.4
  2s: -589.8 | -291.3 | -550.5
  3s: 290.7 | -31.0 | 239.9
  4s: 254.3 | 261.1 | 143.8
  sum: -51.9 | -51.9 | -185.2
Direct 3d term by source radius, MHz: 0-0.5 | 0.5-1 | 1-2 | >2 a0
  1s: -18.4 | -0.0 | 0.0 | -0.0
  2s: -268.0 | -275.7 | -6.8 | -0.0
  3s: 355.7 | 437.6 | -533.0 | -20.3
  4s: 11.7 | -0.5 | 111.6 | 21.0
Mean radius in Mn, a0: spin up | spin down
  1s: 0.06153 | 0.06153
  2s: 0.28116 | 0.28019
  3s: 0.85898 | 0.86205
  4s: 3.19732 | 3.58634
  3d: 1.1298 (spin up only)
model strength lambda: 0.01 hartree a0
model sign-change radius: 1.3253 a0
model R=0.5 a0: g=-2.4228, density change 1.7826 % (formula), 1.7904 % (diagonalized)
model R=3.0 a0: g=2.7023, density change -0.4823 % (formula), -0.4826 % (diagonalized)
```
